# Moments of an atom's dipole oscillator strengths from its ground state: verification in Python

```python
# Oscillator-strength moments of an atom (hartree atomic units, fixed point nucleus Z).
# D = sum r_i, P = sum p_i, w_n = E_n - E_0, f_n = (2/3) w_n |<n|D|0>|^2, S(k) = sum f_n w_n^k.
# Under test: S(-1) = (2/3)<D^2>, S(1) = (2/3)<P^2> = (4/3)(T + <p1.p2>),
#             S(2) = -(1/3) int grad(rho).grad(v) = (4 pi Z/3) rho(0), v = -Z/r,
#             df/dw -> (8 sqrt2/3) Z^2 rho(0) w^(-7/2), so S(3) diverges.
# Spectral sums (hydrogen: true spectrum; helium: diagonalized 1P space) are compared
# with ground-state expectation values.
import numpy as np, sympy as sp, mpmath as mp
from scipy.integrate import quad
from scipy.linalg import eigh, solve_triangular
from scipy.constants import physical_constants as pc
from sympy.physics.hydrogen import R_nl
from numpy.polynomial.legendre import leggauss
from numpy.polynomial.laguerre import laggauss

HA = pc['Hartree energy in eV'][0]
A0 = pc['Bohr radius'][0]*1e10
rel = lambda a, b: abs(a/b - 1)
unit = {-1: 'eV^-1', 0: '', 1: 'eV', 2: 'eV^2'}
print(f"hartree = {HA:.6f} eV, bohr = {A0:.6f} angstrom")

# ---- symbolic commutators for two electrons ----
q = sp.symbols('x1 y1 z1 x2 y2 z2', real=True)
Zs = sp.Symbol('Z', positive=True)
fn, Vg = sp.Function('f')(*q), sp.Function('V')(*q)
Hop = lambda g: -sum(sp.diff(g, c, 2) for c in q)/2 + Vg*g
Gz = lambda g: sp.diff(g, q[2]) + sp.diff(g, q[5])
Dz = q[2] + q[5]
assert sp.expand(Hop(Dz*fn) - Dz*Hop(fn) + Gz(fn)) == 0
assert sp.expand(Hop(Gz(fn)) - Gz(Hop(fn)) + Gz(Vg)*fn) == 0
ra = sp.sqrt(q[0]**2 + q[1]**2 + q[2]**2); rb = sp.sqrt(q[3]**2 + q[4]**2 + q[5]**2)
rab = sp.sqrt(sum((q[i] - q[i+3])**2 for i in range(3)))
assert sp.simplify(Gz(-Zs/ra - Zs/rb + 1/rab) - Zs*q[2]/ra**3 - Zs*q[5]/rb**3) == 0

# ---- hydrogen: spectrum versus expectation values ----
r = sp.Symbol('r', positive=True); mu = sp.Symbol('mu', real=True)
f_bound = lambda n: 256*n**5/(3*(n*n - 1)**4)*np.exp(2*n*np.log1p(-2/(n + 1)))
dfdE = lambda k: 256/(3*(1 + k*k)**4)*np.exp(-4*np.arctan(k)/k)/(-np.expm1(-2*np.pi/k))
for n in (2, 3, 4, 6):
    g = sp.lambdify(r, R_nl(n, 1, r, 1)*R_nl(1, 0, r, 1)*r**3, 'numpy')
    assert rel(2/3*(0.5 - 0.5/n**2)*quad(g, 0, 60, limit=200)[0]**2, f_bound(float(n))) < 1e-8
xg, wg = leggauss(200); rg, wg = 22.5*(xg + 1), 22.5*wg
for k in (0.5, 2.0):
    u = np.array([float(mp.coulombf(1, -1/k, k*x)) for x in rg])*np.sqrt(2/(np.pi*k))
    assert rel(2/3*(1 + k*k)/2*np.sum(wg*u*2*rg**2*np.exp(-rg))**2, dfdE(k)) < 1e-8

def continuum(p, k0, k1=np.inf):
    return quad(lambda k: k*dfdE(k)*((1 + k*k)/2)**p, k0, k1,
                epsabs=1e-12, epsrel=1e-11, limit=300)[0]
nmax = 20000; ns = np.arange(2., nmax + 1)
psi1s = sp.exp(-r)/sp.sqrt(sp.pi)
radial = lambda g: float(sp.integrate(4*sp.pi*r**2*g, (r, 0, sp.oo)))
rhoH = float(psi1s.subs(r, 0)**2)
r2H, p2H = radial(r**2*psi1s**2), radial(sp.diff(psi1s, r)**2)
exH = {-1: 2/3*r2H, 0: 1.0, 1: 2/3*p2H, 2: 4*np.pi/3*rhoH}
print(f"H: <r^2> = {r2H*A0**2:.6f} A^2, T = {p2H/2*HA:.5f} eV, rho(0) = {rhoH/A0**3:.6f} A^-3")
print(f"H: f(1s-2p) = {f_bound(2.0):.6f}")
for p in (-1, 0, 1, 2):
    bound = np.sum(f_bound(ns)*(0.5 - 0.5/ns**2)**p) + dfdE(1e-2**2)*0.5**p/(2*(nmax + 0.5)**2)
    cont = continuum(p, 0, 1) + continuum(p, 1)
    assert rel(bound + cont, exH[p]) < 1e-8
    print(f"H S({p}): bound {bound*HA**p:.6g} + cont {cont*HA**p:.6g} = {(bound+cont)*HA**p:.7g}"
          f"; formula {exH[p]*HA**p:.7g} {unit[p]} ({exH[p]:.6f} au)")
Ctail = 8*np.sqrt(2)/3*rhoH
kof = lambda w: np.sqrt(2*w - 1)
# the leading correction to the tail is of relative size pi/k
ratio_tail = dfdE(kof(1e8))*1e8**3.5/Ctail
ratio_s3 = continuum(3, kof(1e6), kof(4e6))/(2*Ctail*np.sqrt(1e6))
assert abs(ratio_tail - 1) < 1e-3 and abs(ratio_s3 - 1) < 5e-3
print(f"H tail coefficient C (df/dw = C w^-3.5) = {Ctail*HA**2.5:.6g} eV^2.5")
print(f"H exact/tail at w = {1e8*HA:.3g} eV: {ratio_tail:.5f}")
print(f"H S(3) part in [W,4W] / (2C sqrt W), W = {1e6*HA:.3g} eV: {ratio_s3:.5f}")
for p in (0, 1, 2):
    print(f"H share of S({p}) above 1000 eV = {continuum(p, kof(1000/HA))/exH[p]:.4g}")

# ---- single component for hydrogen 2p0: energy form versus principal-value term ----
p2 = r*mu*sp.exp(-r/2)/sp.sqrt(32*sp.pi)
phi = mu*sp.diff(p2, r) + (1 - mu**2)/r*sp.diff(p2, mu)
def vol(g):
    ang = sp.integrate(sp.expand(sp.simplify(2*sp.pi*r**2*g*sp.exp(r))), (mu, -1, 1))
    return sp.integrate(sp.expand(ang)*sp.exp(-r), (r, 0, sp.oo))
form = 2*vol((sp.diff(phi, r)**2 + (1 - mu**2)*sp.diff(phi, mu)**2/r**2)/2
             + (-1/r + sp.Rational(1, 8))*phi**2)
pval = vol(p2**2*(1 - 3*mu**2)/r**3)
assert sp.simplify(form - pval) == 0 and form != 0
print(f"H 2p0: S_zz(2) = {float(form)*HA**2:.5f} eV^2 ({form} au) with rho(0) = 0")

# ---- helium: Hylleraas 1S ground state and 1P pseudostates ----
# grid r1 = s b, r2 = s (1-b), r12 = r2 + x r1, region r1 < r2 doubled by exchange symmetry
Z, zeta = 2.0, 2.0
ts, ws = laggauss(14); xb, wb = leggauss(22); xx, wx = leggauss(14)
s, b, x = [a.reshape(-1, 1) for a in np.meshgrid(ts/(2*zeta), (xb + 1)/4, xx, indexing='ij')]
w3 = np.einsum('i,j,k->ijk', ws/(2*zeta), wb/4, wx).reshape(-1, 1)
r1, r2 = s*b, s*(1 - b); r12 = r2 + x*r1
sw = np.sqrt(16*np.pi**2*r1*r1*r2*r12*s*w3)
cth = (r1*(1 - x*x) - 2*x*r2)/(2*r2); sth = np.sqrt(np.clip(1 - cth**2, 0, None))
u1, u2 = [0*r1, 1 + 0*r1], [sth, cth]          # in-plane (x, z) unit vectors
v1, v2 = [r1*c for c in u1], [r2*c for c in u2]
u12 = [(v1[a] - v2[a])/r12 for a in range(2)]

def mono(I, J, K):
    m = sw*r1**I*r2**J*r12**K
    d1, d2, d12 = m*(I/r1 - zeta), m*(J/r2 - zeta), m*K/r12
    return (m, [u1[a]*d1 + u12[a]*d12 for a in range(2)],
            [u2[a]*d2 - u12[a]*d12 for a in range(2)])

def solve(vals, grads, V):
    A = np.vstack(vals); sc = np.linalg.norm(A, axis=0)
    X = solve_triangular(np.linalg.qr(A/sc, mode='r'), np.eye(len(sc)))/sc[:, None]
    ov = [v @ X for v in vals]
    H = sum(v.T @ (V*v) for v in ov)
    for g in grads:
        g = g @ X; H = H + 0.5*g.T @ g
    E, U = eigh((H + H.T)/2)
    return E, X @ U, [v @ U for v in ov]

def helium(order, lam):
    V = -Z/r1 - Z/r2 + lam/r12
    rng = range(order + 2)
    I, J, K = np.array([(i, j, k) for i in rng for j in rng for k in rng
                        if i <= j and i + j + k <= order], float).T
    m, g1, g2 = mono(I, J, K); n, h1, h2 = mono(J, I, K)
    G1 = [g1[a] + h1[a] for a in range(2)]; G2 = [g2[a] + h2[a] for a in range(2)]
    E, C, _ = solve([m + n], G1 + G2, V)
    c = C[:, :1]; psi = (m + n) @ c
    e1, e2 = [g @ c for g in G1], [g @ c for g in G2]
    rr = (ts/(2*zeta))[:, None]
    at0 = ((I == 0)*rr**(J + K) + (J == 0)*rr**(I + K)) @ c
    o = dict(E=E[0], nS=len(I),
             T=0.5*sum(np.sum(g*g) for g in e1 + e2),
             pp=sum(np.sum(e1[a]*e2[a]) for a in range(2)),
             rsq=np.sum(psi**2*(r1**2 + r2**2)), rr=np.sum(psi**2*r1*r2*cth),
             rho=2*4*np.pi*np.sum(ws[:, None]/(2*zeta)*rr**2*at0**2),
             grad=-2/3*sum(np.sum(psi*(e1[a] + e2[a])*Z*(u1[a]/r1**2 + u2[a]/r2**2))
                           for a in range(2)))
    I, J, K = np.array([(i - 1, j, k) for i in rng for j in rng for k in rng
                        if i - 1 + j + k <= order], float).T
    m, g1, g2 = mono(I, J, K); n, h1, h2 = mono(J, I, K)
    vals = [v1[a]*m + v2[a]*n for a in range(2)]
    grads = [m, n]                               # out-of-plane component
    for a in range(2):
        for d in range(2):
            grads.append((a == d)*m + v1[a]*g1[d] + v2[a]*h1[d])
            grads.append((a == d)*n + v1[a]*g2[d] + v2[a]*h2[d])
    EP, _, st = solve(vals, grads, V)
    w = EP - E[0]
    dl = sum(st[a].T @ ((v1[a] + v2[a])*psi) for a in range(2)).ravel()
    dv = sum(st[a].T @ (e1[a] + e2[a]) for a in range(2)).ravel()
    o.update(nP=len(I), wmin=w[0],
             L={p: 2/3*np.sum(w**(p + 1)*dl**2) for p in (-2, -1, 0, 1, 2)},
             Vel={p: 2/3*np.sum(w**(p - 1)*dv**2) for p in (-2, -1, 0, 1, 2)},
             ex={-1: 2/3*(o['rsq'] + 2*o['rr']), 0: 2.0, 1: 4/3*(o['T'] + o['pp']),
                 2: 4*np.pi*Z/3*o['rho']})
    return o

assert abs(helium(0, 1.0)['E'] - (zeta**2 - 27*zeta/8)) < 1e-9
free = helium(4, 0.0)                            # no repulsion: two hydrogenic electrons
for p in (-1, 0, 1, 2):
    assert rel(free['L'][p], 2*Z**(2*p)*exH[p]) < 1e-7
print(f"He no repulsion: rho(0) = {free['rho']/A0**3:.5f} A^-3, S(2) = {free['L'][2]*HA**2:.6g} eV^2")
small, he = helium(4, 1.0), helium(8, 1.0)
print(f"He: Z = {Z:.0f}, exponent = {zeta/A0:.5f} A^-1, order 8, {he['nS']} S and {he['nP']} P functions")
print(f"He E0 = {he['E']*HA:.5f} eV (order 4: {small['E']*HA:.5f} eV), T = {he['T']*HA:.5f} eV")
print(f"He <r1^2+r2^2> = {he['rsq']*A0**2:.6f} A^2, <r1.r2> = {he['rr']*A0**2:.6f} A^2")
print(f"He <p1.p2>/m = {he['pp']*HA:.5f} eV")
print(f"He rho(0) = {he['rho']/A0**3:.4f} A^-3 (order 4: {small['rho']/A0**3:.4f} A^-3)")
print(f"He polarizability S(-2) = {he['L'][-2]*A0**3:.4f} A^3")
for p in (-1, 0, 1, 2):
    print(f"He S({p}): length {he['L'][p]*HA**p:.7g}, velocity {he['Vel'][p]*HA**p:.7g},"
          f" formula {he['ex'][p]*HA**p:.7g} {unit[p]} ({he['ex'][p]:.5f} au)")
print(f"He gradient form of S(2) = {he['grad']*HA**2:.7g} eV^2")
for tag, o in (('4', small), ('8', he)):
    print(f"order {tag} rel. gaps: S(-1)vel {rel(o['Vel'][-1], o['ex'][-1]):.1e},"
          f" S(1)len {rel(o['L'][1], o['ex'][1]):.1e},"
          f" S(2)len {rel(o['L'][2], o['ex'][2]):.1e}, S(2)vel {rel(o['Vel'][2], o['ex'][2]):.1e}")
nocross = {-1: 2/3*he['rsq'], 1: 4/3*he['T']}
print(f"He without cross terms: S(-1) = {nocross[-1]/HA:.6g} eV^-1, S(1) = {nocross[1]*HA:.6g} eV")
# gaps measure the residual (H - E0) psi of the finite basis; high moments amplify it
assert he['wmin'] > 0 and he['E'] < small['E']
assert rel(he['T'], -he['E']) < 1e-4
assert rel(he['grad'], he['ex'][2]) < 1e-6
assert rel(he['Vel'][-1], he['ex'][-1]) < 1e-4
assert rel(he['L'][0], 2.0) < 1e-4 and rel(he['Vel'][0], 2.0) < 1e-4
assert rel(he['L'][1], he['ex'][1]) < 1e-3
assert rel(he['Vel'][2], he['ex'][2]) < 3e-3 and rel(he['L'][2], he['ex'][2]) < 1e-2
assert rel(he['Vel'][-1], nocross[-1]) > 2e-2 and rel(he['L'][1], nocross[1]) > 2e-2
assert rel(he['L'][2], free['L'][2]) > 5e-2
print("checks complete")
```

Running it gives:

```
hartree = 27.211386 eV, bohr = 0.529177 angstrom
H: <r^2> = 0.840086 A^2, T = 13.60569 eV, rho(0) = 2.148062 A^-3
H: f(1s-2p) = 0.416197
H S(-1): bound 0.0526682 + cont 0.0208304 = 0.07349864; formula 0.07349864 eV^-1 (2.000000 au)
H S(0): bound 0.565004 + cont 0.434996 = 1; formula 1  (1.000000 au)
H S(1): bound 6.1138 + cont 12.0271 = 18.14092; formula 18.14092 eV (0.666667 au)
H S(2): bound 66.7972 + cont 920.482 = 987.2794; formula 987.2794 eV^2 (1.333333 au)
H tail coefficient C (df/dw = C w^-3.5) = 4636.72 eV^2.5
H exact/tail at w = 2.72e+09 eV: 0.99978
H S(3) part in [W,4W] / (2C sqrt W), W = 2.72e+07 eV: 0.99846
H share of S(0) above 1000 eV = 4.399e-05
H share of S(1) above 1000 eV = 0.00416
H share of S(2) above 1000 eV = 0.2505
H 2p0: S_zz(2) = -24.68198 eV^2 (-1/30 au) with rho(0) = 0
He no repulsion: rho(0) = 34.36899 A^-3, S(2) = 31592.9 eV^2
He: Z = 2, exponent = 3.77945 A^-1, order 8, 95 S and 220 P functions
He E0 = -79.01436 eV (order 4: -79.01407 eV), T = 79.01430 eV
He <r1^2+r2^2> = 0.668419 A^2, <r1.r2> = -0.018128 A^2
He <p1.p2>/m = 4.32852 eV
He rho(0) = 24.4325 A^-3 (order 4: 24.4375 A^-3)
He polarizability S(-2) = 0.2050 A^3
He S(-1): length 0.0553076, velocity 0.05530757, formula 0.0553076 eV^-1 (1.50500 au)
He S(0): length 2.000001, velocity 2, formula 2  (2.00000 au)
He S(1): length 111.1236, velocity 111.1238, formula 111.1238 eV (4.08372 au)
He S(2): length 22456.81, velocity 22457.34, formula 22459.02 eV^2 (30.33120 au)
He gradient form of S(2) = 22459.02 eV^2
order 4 rel. gaps: S(-1)vel 2.3e-04, S(1)len 1.2e-04, S(2)len 2.1e-03, S(2)vel 1.7e-04
order 8 rel. gaps: S(-1)vel 6.1e-07, S(1)len 1.6e-06, S(2)len 9.9e-05, S(2)vel 7.5e-05
He without cross terms: S(-1) = 0.0584796 eV^-1, S(1) = 105.352 eV
checks complete
```
